# Why Rotational Inertia Makes Debye Absorption Fall at High Frequency

## The situation

Polar molecules dissolved in a nonpolar liquid absorb microwaves because the field turns them against friction. Debye's relaxation formula describes this well at low frequency. As the frequency rises, however, its absorption coefficient tends to a constant and stays there. For the model solution used below the constant is $0.61\ \mathrm{cm^{-1}}$. Taken literally, a centimetre of the solution would remove almost half of any beam whose frequency lies on this plateau, up to visible light and beyond, merely because its molecules can rotate. Real rotational absorption dies away.

The plateau is not wrong everywhere. In the model used here it is a sound approximation over a limited range of frequency, and inertia sets the upper end of that range. To see this, we separate the effects of friction, inertia, the velocity distribution and the roughness of the thermal torque.

## From response to absorption

Hartree atomic units are used, with time factor $e^{-i\omega t}$ and magnetic permeability 1. A wave $e^{ikz-i\omega t}$ has $k=\omega\sqrt{\varepsilon}/c$, and its intensity decays as $e^{-2z\,\mathrm{Im}\,k}$. Writing $\sqrt\varepsilon=n+i\kappa$ gives $\varepsilon''=2n\kappa$, so

$$\alpha=\frac{2\omega\,\mathrm{Im}\sqrt{\varepsilon}}{c}=\frac{\omega\varepsilon''}{nc}.$$

Each dipole $\mu$ turns about a fixed axis perpendicular to the field, with energy $V=-\mu E\cos\theta$. In a weak static field the Boltzmann distribution is $[1+(\mu E/kT)\cos\theta]/2\pi$, hence $\langle\cos\theta\rangle=\mu E/2kT$. For number density $N$ the polarization is $N\mu\langle\cos\theta\rangle$, and therefore

$$\varepsilon=\varepsilon_\infty+\Delta\varepsilon\,R(\omega),\qquad \Delta\varepsilon=\frac{4\pi N\mu^2}{2kT},\qquad R(0)=1.$$

The solution is dilute; interactions between dipoles and local-field corrections are left out. The refractive index then varies little, and the shape of $\alpha$ is essentially that of $\omega R''$, called the loss below.

## Friction alone

Without inertia the angle diffuses. With friction coefficient $\zeta$, its distribution obeys

$$\frac{\partial f}{\partial t}=\frac{\partial}{\partial\theta}\left[\frac{kT}{\zeta}\frac{\partial f}{\partial\theta}+\frac{\mu E\sin\theta}{\zeta}f\right].$$

Multiply by $\cos\theta$ and integrate by parts. To first order in the field, $\langle\sin^2\theta\rangle$ takes its field-free value $1/2$:

$$-i\omega\langle\cos\theta\rangle=-\frac{kT}{\zeta}\langle\cos\theta\rangle+\frac{\mu E}{2\zeta}.$$

With $\tau=\zeta/kT$, solving and dividing by $\mu E/2kT$ gives

$$R=\frac{1}{1-i\omega\tau},\qquad \omega R''=\frac1\tau\,\frac{\omega^2\tau^2}{1+\omega^2\tau^2}\to\frac1\tau .$$

The absorption plateau is therefore

$$\alpha_{\rm D}=\frac{\Delta\varepsilon}{\sqrt{\varepsilon_\infty}\,c\,\tau}.$$

The reason is mechanical. An inertialess rotor answers a torque $K$ at once with the drift velocity $K/\zeta$, so the field does work at the rate $K^2/\zeta$. When $\omega\tau\gg1$ the dipoles barely turn in one cycle, and this drift is the whole response. However fast the torque then alternates, the velocity stays in phase with it, and the mean power does not depend on frequency.

## Inertia added

A rotor with moment of inertia $I$ obeys $I\dot\Omega+\zeta\Omega=K+{}$thermal torque. At frequencies so high that it barely turns in one cycle, its driven velocity is $K/(\zeta-i\omega I)$. The part in phase with the torque is

$$\mathrm{Re}\,\frac{1}{\zeta-i\omega I}=\frac1\zeta\,\frac{1}{1+\omega^2\tau_I^2},\qquad \tau_I=\frac I\zeta .$$

Far above $1/\tau_I$ the velocity lags the torque by nearly a quarter cycle. Energy is lent to the rotation and returned, and little is dissipated.

To cover all frequencies we use the joint distribution of angle and angular velocity. Let $\gamma=1/\tau_I$ and $v^2=kT/I$, the mean square thermal angular velocity. With white thermal torque, the Klein-Kramers equation is

$$\frac{\partial f}{\partial t}=-\Omega\frac{\partial f}{\partial\theta}+\frac{\mu E\sin\theta}{I}\frac{\partial f}{\partial\Omega}+Lf,\qquad Lf=\gamma\frac{\partial}{\partial\Omega}\left(\Omega f+v^2\frac{\partial f}{\partial\Omega}\right).$$

Without the field, $f=M(\Omega)/2\pi$, where $M$ is the Maxwell distribution. Since $\partial M/\partial\Omega=-\Omega M/v^2$ and $Iv^2=kT$, the field term becomes, to first order,

$$-\frac{\mu E}{kT}\sin\theta\,\frac{\Omega M}{2\pi}.$$

Write the first-order change of $f$ as $(\mu E/2kT)(ae^{i\theta}+be^{-i\theta})/2\pi$. Because $\sin\theta=(e^{i\theta}-e^{-i\theta})/2i$ and $-1/i=i$, the coefficient of $e^{i\theta}$ obeys

$$(-i\omega+i\Omega-L)a=i\Omega M .$$

Reversing $\theta$ and $\Omega$ together shows that $b(\Omega)=a(-\Omega)$. Both have the same integral, so averaging $\cos\theta$ gives $R=\int a\,d\Omega$.

Define $a_k=\int\Omega^k a\,d\Omega$. Integration by parts gives $\int La\,d\Omega=0$ and $\int\Omega La\,d\Omega=-\gamma a_1$. The first two moments of the equation are

$$a_1=\omega a_0,\qquad(\gamma-i\omega)a_1+ia_2=iv^2 .$$

The unknown $a_2$ has to be supplied. If the velocity spread at each angle remains thermal, $a_2=v^2a_0$. Then $(\gamma-i\omega)\omega a_0+iv^2a_0=iv^2$, and multiplication by $-i$ gives $(v^2-\omega^2-i\omega\gamma)a_0=v^2$. Since $\gamma/v^2=\tau$ and $1/v^2=\tau\tau_I$,

$$R=\frac{1}{1-i\omega\tau-\omega^2\tau\tau_I}.$$

This is Rocard's response. Its loss is

$$\omega R''=\frac{\omega^2\tau}{(1-\omega^2\tau\tau_I)^2+\omega^2\tau^2}
=\frac1\tau\,\frac{1}{1+\left(\omega\tau_I-\dfrac1{\omega\tau}\right)^2},$$

where the last form follows on dividing numerator and denominator by $\omega^2\tau^2$.

The bracket contains both limits. The term $1/\omega\tau$ suppresses the loss at low frequency, where the dipoles follow the field. The term $\omega\tau_I$ suppresses it at high frequency. They cancel at $\omega=1/\sqrt{\tau\tau_I}=v$, where Rocard's loss touches the Debye plateau value. Far above $1/\tau_I$,

$$\alpha\simeq\frac{\alpha_{\rm D}}{(\omega\tau_I)^2}.$$

Half the peak height is reached when the bracket is $\pm1$. The two quadratic equations give

$$\omega_\pm=\frac{\pm1+\sqrt{1+4\beta}}{2\tau_I},\qquad \beta=\frac{\tau_I}{\tau}=\frac{v^2}{\gamma^2},$$

so the full width is $\omega_+-\omega_-=1/\tau_I$. A broad plateau needs $\beta\ll1$, and it then occupies $1/\tau\ll\omega\ll1/\tau_I$.

## The departure from a thermal velocity spread

Let $d=a_2-v^2a_0$. The next moment of the driven equation is

$$-i\omega a_2+ia_3+2\gamma d=0 .$$

A Maxwell distribution shifted by a small mean velocity $u$ has third moment $3v^2u$, which suggests $a_3\simeq3v^2a_1=3v^2\omega a_0$. Substitution gives $(2\gamma-i\omega)d\simeq-2i\omega v^2a_0$, or

$$\delta\equiv\frac{d}{v^2a_0}\simeq\frac{-2i\omega}{2\gamma-i\omega}
=\frac{2\omega^2-4i\omega\gamma}{4\gamma^2+\omega^2}.$$

The departure is not small at high frequency: its magnitude tends to 2. Rocard's response survives because the quantity at fault then hardly matters. The corrected denominator is $v^2(1+\delta)-\omega^2-i\omega\gamma$. The imaginary part of $v^2\delta$, relative to $\omega\gamma$, is at most $v^2/\gamma^2=\beta$ in magnitude. The whole of $v^2\delta$ is at most $v^2\omega/\gamma$, while the modulus of the original denominator is at least $\omega\gamma$; their ratio is again at most $\beta$. At this order, the relative error of $R''$ is therefore of order $\beta$ at every frequency.

## What the dipole's path shows

Let $C(t)=\langle\cos[\theta(t)-\theta(0)]\rangle$ without the field. To connect it with $R$, let $F$ solve $(-i\omega+i\Omega-L)F=M$. This is the transformed equation for $\langle e^{-i[\theta(t)-\theta(0)]}\rangle$ resolved by velocity, started from $M$, so $\int F\,d\Omega=\int_0^\infty C e^{i\omega t}dt$. Since $LM=0$, the function $M+i\omega F$ satisfies the driven equation for $a$. Hence, after one integration by parts,

$$R=1+i\omega\int_0^\infty C e^{i\omega t}dt=-\int_0^\infty C'(t)e^{i\omega t}dt .$$

Further integrations by parts give the high-frequency expansion

$$R=\frac{C'(0^+)}{i\omega}-\frac{C''(0^+)}{(i\omega)^2}+\frac{C'''(0^+)}{(i\omega)^3}-\cdots .$$

The first term makes the loss tend to $-C'(0^+)$. Debye's $C=e^{-t/\tau}$ has slope $-1/\tau$ at the start, and this is the plateau. Such a slope means that the mean square angle grows in proportion to $t$ from the first instant, which no path with a finite velocity can do.

With inertia, the velocity correlation is $v^2e^{-\gamma t}$. The angular displacement is Gaussian, with variance

$$2v^2\int_0^t(t-s)e^{-\gamma s}ds=2\beta(\gamma t-1+e^{-\gamma t}).$$

The mean cosine of a Gaussian angle is $e^{-\text{variance}/2}$, so within this model

$$C=\exp[-\beta(\gamma t-1+e^{-\gamma t})]=1-\frac{v^2t^2}{2}+\frac{v^2\gamma t^3}{6}+\cdots .$$

Now $C'(0)=0$ and the plateau term is gone. The second-derivative term is real and does not absorb. The third gives

$$\omega R''\to\frac{v^2\gamma}{\omega^2}=\frac{1}{\tau(\omega\tau_I)^2},$$

which is also the tail of Rocard's response.

## A fixed amount of absorption

The imaginary part of $R$ is $-\int_0^\infty C'\sin\omega t\,dt$. Inverting the sine transform gives $-C'(t)=(2/\pi)\int_0^\infty R''\sin\omega t\,d\omega$. Differentiation at $t=0$ yields

$$\int_0^\infty\omega R''\,d\omega=-\frac\pi2C''(0)=\frac{\pi v^2}{2}=\frac{\pi kT}{2I}.$$

Friction has dropped out. It can spread the loss over frequency but cannot change its area, which is set by the thermal angular velocity. In the area under $\alpha$ itself the temperature cancels as well, because $\Delta\varepsilon$ is proportional to $1/kT$: with a nearly constant refractive index, that area is $\pi^2N\mu^2/(I\sqrt{\varepsilon_\infty}\,c)$. A plateau without end has infinite area, and so would require an infinite mean square velocity. Debye's area up to a cutoff $W$ is $[W-\arctan(W\tau)/\tau]/\tau$. For $\beta\ll1$ it reaches the allowed value near $W=\pi/(2\tau_I)$: Debye's formula must fail somewhere below about this frequency. The area rule gives only this upper bound; with the white thermal torque used here, the failure does set in near $1/\tau_I$.

## Weighing the contributions in numbers

Take round parameters: $kT=0.001$, $I=4\times10^5$, $\zeta=100$, $\mu=1$, $N=10^{-5}$ and $\varepsilon_\infty=2$, all in atomic units. Then

$$\tau=\frac{100}{0.001}=10^5,\quad \tau_I=\frac{4\times10^5}{100}=4000,\quad v=\sqrt{\frac{0.001}{4\times10^5}}=5\times10^{-5},$$

and $\beta=0.04$. The two times are 2.42 ps and 0.097 ps. With $\Delta\varepsilon=4\pi\times10^{-5}/0.002=0.0628$,

$$\alpha_{\rm D}=\frac{0.0628}{1.414\times137.0\times10^5}=3.24\times10^{-9}\ a_0^{-1}=0.61\ \mathrm{cm^{-1}}.$$

The table gives $\alpha$ in $10^{-9}\,a_0^{-1}$, computed from the full $\sqrt\varepsilon$. "Langevin" denotes the response from the Gaussian-displacement $C(t)$.

| $\omega$ | Debye | Rocard | Langevin |
|---|---|---|---|
| $1/\tau$ | 1.608 | 1.674 | 1.670 |
| $v$ | 3.116 | 3.242 | 3.121 |
| $1/\tau_I$ | 3.237 | 1.688 | 1.710 |
| $10/\tau_I$ | 3.242 | 0.0321 | 0.0322 |
| $100/\tau_I$ | 3.242 | 0.000324 | 0.000324 |

With $\beta=0.04$ the plateau is short: the Langevin loss peaks at 0.963 of the plateau value and stays within 10% of it only from about $0.11/\tau_I$ to $0.39/\tau_I$. At $1/\tau_I$ inertia has roughly halved the absorption. A decade higher, it has reduced it a hundredfold. The last two rows show the mathematical tail of the model, not a prediction for a real solution: classical mechanics requires the photon energy, equal to $\omega$ in atomic units, to be well below $kT$, and here $\omega=kT$ already at $4/\tau_I$. Refractive-index variation is a minor contribution: at $1/\tau$ it puts Debye's value about 0.8% below half the plateau.

At $\omega=v$ Debye's formula lies closer to the Langevin result than Rocard's does. The velocity correction explains this. There $v^2-\omega^2$ vanishes and $\delta$ enlarges the damping term by a factor of about $1+\beta$, so the loss is near $1/(1+\beta)=0.96$ of the plateau value; the Langevin result is 0.963. Debye's loss at $v$ is also $1/(1+\beta)$ of the plateau value, because $v^2\tau^2=1/\beta$. The largest relative error of Rocard's $R''$, on a frequency grid from $10^{-3}/\tau$ to $10^3/\tau_I$, is 3.9%.

The departure $|\delta|$ itself is 0.04 at $1/\tau$, 0.88 at $1/\tau_I$ and 1.96 at $10/\tau_I$. These values come from solving the driven equation on a velocity grid. At the four frequencies tried, from $1/\tau$ to $10/\tau_I$, that solution and the Gaussian-displacement result agree in $R''$ to within a relative difference of $6\times10^{-8}$.

The allowed loss area is $3.93\times10^{-9}$. Debye's loss has used it up at $\omega=4.08\times10^{-4}$, about $1.6/\tau_I$, and by $100/\tau_I$ has exceeded it 64-fold.

To isolate inertia, divide $I$ by ten and hold friction and temperature fixed. The plateau value $1/\tau=kT/\zeta$ is unchanged, but the upper frequency at which the Langevin loss equals half this plateau value moves from $2.63\times10^{-4}$ to $2.51\times10^{-3}$, a factor of 9.5. The factor is not quite ten because $\beta$ also falls, from 0.04 to 0.004, and the half-plateau point approaches $1/\tau_I$ from above as $\beta$ decreases. For the lighter rotor this point lies at $\omega=2.5\,kT$, outside the classical range, so the comparison shows how the model scales and is not a prediction for a real light molecule.

## Inertia is not the same as an inverse-square law

Remove friction altogether. Then $C=e^{-v^2t^2/2}$, and $R''=\omega\int_0^\infty C\cos\omega t\,dt$ is a Gaussian integral:

$$\omega R''=\sqrt{\frac\pi2}\,\frac{\omega^2}{v}\,e^{-\omega^2/2v^2}.$$

The area is still $\pi v^2/2$, but the fall is much steeper. At $\omega=8v$ the loss divided by $v$ is $1.0\times10^{-12}$ for free rotation, against 0.057 for Rocard's response with the example's friction, $\gamma=5v$.

The power $\omega^{-2}$, as the limiting law at high frequency, therefore belongs to the memoryless thermal torque. Such a torque gives the rotor a finite velocity but an infinitely rough acceleration, and this leaves $C'''(0^+)=v^2\gamma$. Since $C$ is even in time, a correlation function with a continuous third derivative must have $C'''(0)=0$. The inverse-square law is then absent in the high-frequency limit; an exponentially decaying torque memory, for instance, ends in $\omega^{-4}$. If the memory time is much shorter than $\tau_I$, a stretch close to $\omega^{-2}$ still survives between $1/\tau_I$ and the inverse memory time. Inertia removes the plateau; the smoothness of the torque decides how steeply the absorption falls beyond it.

Free rotation also marks where Rocard's response fails. As $\gamma\to0$ its peak height $1/\tau=v^2/\gamma$ grows without limit and its width shrinks to zero: it predicts a sharp resonance at $v$. The true free-rotor loss is broad, with a maximum at $\sqrt2\,v$ of height $\sqrt{\pi/2}\,(2/e)v\simeq0.92v$. The thermal spread of rotation speeds, which Rocard's closure does not follow, is then the main effect. The formula needs $\beta\ll1$.

## Beside real solutions

The parameters have the order of magnitude of a small polar molecule in a nonpolar solvent. The fixed axis is a simplification: real molecules turn in space, which changes numerical factors such as the plateau height. The assumption of a memoryless torque also fails. Neighbours form a temporary cage in which the molecule librates, and many polar liquids and solutions show far-infrared absorption above the Debye plateau before the fall sets in. Neither Debye's nor Rocard's formula contains this excess. For rigid, non-interacting permanent dipoles the area rule limits its possible size, since classically it rests on the thermal velocity and not on the form of the torque. Dipoles induced by collisions, in solute and solvent, absorb in the same region and add area that this rule does not count. If the whole area lay in a libration band of width $2v$, with $\tau$ and $v$ as in the example, the mean loss there would be

$$\frac{\pi v^2/2}{2v}=\frac{\pi v}{4}=3.9\times10^{-5},$$

about four times the plateau value $1/\tau=10^{-5}$. This is an upper limit on the mean loss in a band of the assumed width, not a measured result. Part of the area belongs to the slower relaxation at low frequency, and a wider band has a lower limit. Rocard's correction thus shows how inertia ends the plateau, but its frequency scale $1/\tau_I$ holds for a memoryless torque. In a real solution the cage can shift both the first departure from Debye's formula and the later fall, so a quantitative far-infrared spectrum needs the torque's memory as well. Molecular vibrations and electronic transitions add absorption of their own at higher frequencies and lie outside the model. The numerical output below gives the computed values in full.

## Numbers as computed

```
Inputs and derived quantities (atomic units unless stated)
thermal energy kT = 0.0010 hartree
moment of inertia I = 4.000e+05 a.u.
friction zeta = 100.0 a.u.
dipole moment = 1.0 a.u.; number density = 1.0e-05 a0^-3
eps_inf = 2.00; delta_eps = 0.06283 (no unit)
speed of light = 137.036 a.u.
thermal angular velocity v = 5.000e-05 a.u.
friction rate 1/tau_I = 2.500e-04 a.u.
Debye time tau = 1.000e+05 a.u. = 2.419 ps
inertial time tau_I = 4.000e+03 a.u. = 0.0968 ps
beta = tau_I/tau = 0.0400 (no unit)
Debye plateau = 3.2421e-09 a0^-1 = 0.6127 cm^-1
Absorption coefficient in a0^-1: frequency (a.u.), Debye, Rocard, exact model
    1/tau 1.000e-05  1.6084e-09  1.6741e-09  1.6695e-09
        v 5.000e-05  3.1155e-09  3.2421e-09  3.1207e-09
  1/tau_I 2.500e-04  3.2369e-09  1.6877e-09  1.7101e-09
 10/tau_I 2.500e-03  3.2421e-09  3.2126e-11  3.2224e-11
100/tau_I 2.500e-02  3.2421e-09  3.2418e-13  3.2419e-13
exact tail / (plateau/(w tau_I)^2) at 100/tau_I = 0.99994
logarithmic slope of exact absorption there = -1.99994
Rocard loss peak: w/v = 1.000000, height*tau = 1.000000
Rocard half-height frequencies = 9.6291e-06, 2.5963e-04 a.u.
Rocard full half-height width = 2.5000e-04 a.u.
exact-model upper half-height frequency = 2.6336e-04 a.u.
same with inertia divided by 10 = 2.5139e-03 a.u.
exact loss*tau at w = v: full inertia 0.9626, tenth 0.9960
largest relative error of Rocard Im R = 0.0391
largest grid-versus-exact relative difference = 5.9e-08
|a2/(v^2 a0) - 1| at 1/tau, v, 1/tau_I, 10/tau_I = 0.0392, 0.1952, 0.8838, 1.9631
allowed loss area pi v^2/2 = 3.9270e-09 a.u.
area / allowed: Rocard 0.99994, exact 0.99994, free 1.00000
Debye area reaches the allowed value at w = 4.0816e-04 a.u.
Debye area / allowed up to 100/tau_I = 63.62
Loss/v at w/v = 2, 4, 8: free rotor, then Rocard
  6.785e-01, 6.727e-03, 1.016e-12
  1.835e-01, 1.280e-01, 5.746e-02
```
